# Why copper keeps rising after a trench is level

## A level centre that grows at twice the field speed

In a model calculation, copper is plated into a trench 200 nm deep and 100 nm wide at half depth. After about 77 s (76.7 s on the 1 nm grid used here, about 77.3 s at finer resolution) the trench centre reaches the height of the surrounding flat copper, called the field. At that moment the field grows at 1.00 nm/s and the centre at 2.17 nm/s. The centre surface is already slightly convex, with curvature $-0.0093\ \mathrm{nm^{-1}}$, so a concave shape cannot be what drives it. After another 150 s the centre stands 45 nm above the field.

What still distinguishes the centre from the field is the amount of accelerator adsorbed on it. Four contributions decide that amount and its effect: compression during filling, memory at the flat moment, dilution on the bump, and exchange with the electrolyte.

## The model

Let $\theta$ be the fraction of surface sites covered by accelerator. The surface advances along its normal at

$$v=v_0+v_1\theta .$$

Here $v_0$ is the speed without accelerator and $v_1$ the gain at full coverage. The accelerator is not buried: it stays on the advancing surface. Exchange with the electrolyte pulls $\theta$ towards the field value $\theta_0$ at rate $k$. The field speed is $v_F=v_0+v_1\theta_0$.

The geometry is two-dimensional, and the surface is assumed to have a single height at each $x$, which excludes overhangs. Metal-ion supply and potential are uniform, and the accelerator does not diffuse along the surface. Where corners form, the accelerator of the vanishing surface passes to the surface that survives.

The example uses round model parameters: $v_0=0.4$ nm/s, $v_1=30$ nm/s, $\theta_0=0.02$ and $k=0.005\ \mathrm{s^{-1}}$. Hence $v_F=0.4+30\times0.02=1.0$ nm/s. Coverage is $\theta_0$ everywhere at the start. Its largest value anywhere in the main run is 0.24 to 0.25, depending on resolution, well below the limit of 1.

## Contribution 1: compression during filling

Describe the surface by its height $h(x,t)$, with $p=h_x$ and $S=\sqrt{1+p^2}$. If $\varphi$ is the slope angle, the unit tangent and the normal pointing into the electrolyte are

$$\boldsymbol\tau=(\cos\varphi,\sin\varphi),\qquad \mathbf n=(-\sin\varphi,\cos\varphi).$$

Differentiating along the arc length $s$ gives $\partial_s\mathbf n=-\kappa\boldsymbol\tau$, with $\kappa=\partial_s\varphi=h_{xx}/S^3$. Thus $\kappa$ is positive in a valley.

Each surface point moves with velocity $v\mathbf n$. An arc element stretches at the rate given by the tangential part of the velocity gradient:

$$\frac{d\ln(ds)}{dt}=\boldsymbol\tau\cdot\partial_s(v\mathbf n)
=(\partial_s v)\,\boldsymbol\tau\cdot\mathbf n+v\,\boldsymbol\tau\cdot\partial_s\mathbf n=-\kappa v .$$

The first term vanishes because $\boldsymbol\tau\cdot\mathbf n=0$. A valley therefore loses area as it advances. Without exchange, the amount $\theta\,ds$ on the element is constant, so $\theta$ rises at the rate at which $ds$ shrinks. Adding exchange gives

$$\frac{d\theta}{dt}=\kappa v\theta-k(\theta-\theta_0). \tag{1}$$

How much compression is available? The trench surface is longer than its projection on the $x$ axis by $X_0=296$ nm. If all the accelerator of the trench ended up spread evenly over the 100 nm opening, the coverage would be

$$\theta_0\,\frac{100+296}{100}=0.02\times3.96=0.079 .$$

The computed centre coverage at level is 0.059, about three times the field value. The estimate has the right size at that moment, though it ignores exchange and spreading beyond the opening. It is not an upper limit: about halfway up, coverage at the centre reaches roughly 0.24. It then falls as the surface there turns convex, well before level.

## Contribution 2: memory at the flat moment

Equation (1) contains the central point. Curvature fixes a *rate of change* of coverage, not its value. When $\kappa$ reaches zero, compression stops, but what it has already delivered remains. The speed depends on $\theta$, so it remains high too.

A shallow periodic ripple shows this cleanly, because its whole surface becomes flat at one instant. The equations are needed at fixed $x$. A surface point has horizontal velocity $u=-vp/S$ and vertical velocity $v/S$. Since it stays on the surface, $v/S=h_t+up$, and so

$$h_t=\frac{v}{S}+\frac{vp^2}{S}=vS=v_0S+v_1g,\qquad g=\theta S. \tag{2}$$

The quantity $g$ is the accelerator per unit projected length. It is carried at velocity $u$ and exchanged over the true area:

$$g_t=\left(\frac{vgp}{S}\right)_x-k(g-\theta_0S). \tag{3}$$

Now write $h=v_Ft+\eta$ and $g=\theta_0+\gamma$, with small $\eta$ and $\gamma$. Because $S-1$ is of second order in the slope, the first-order equations are

$$\eta_t=v_1\gamma,\qquad \gamma_t=v_F\theta_0\,\eta_{xx}-k\gamma .$$

Differentiate the first in time, insert the second, and replace $v_1\gamma$ by $\eta_t$:

$$\eta_{tt}+k\eta_t=c^2\eta_{xx},\qquad c^2=v_1\theta_0v_F. \tag{4}$$

This is a damped wave equation. Height is the displacement, and excess accelerator plays the part of momentum. A growth law without memory would give an equation of first order in time, with no momentum to carry the surface past level.

For $\eta=a(t)\cos qx$, equation (4) becomes $a''+ka'+c^2q^2a=0$. Start with a depression at $x=0$ and uniform coverage, so that $a(0)=-a_0$ and $a'(0)=0$. For $k<2cq$, with $\omega^2=c^2q^2-k^2/4$,

$$a=-a_0e^{-kt/2}\left(\cos\omega t+\frac{k}{2\omega}\sin\omega t\right),\qquad
a'=a_0\frac{c^2q^2}{\omega}e^{-kt/2}\sin\omega t .$$

The ripple is flat when the bracket vanishes, which first happens between $\omega t=\pi/2$ and $\omega t=\pi$. There $\sin\omega t>0$, so $a'>0$: the former valley is still growing faster than the average surface. It stops at $\omega t=\pi$, as a bump of height $a_0e^{-k\pi/(2\omega)}$ above the average surface, while the former crests have become valleys. The ripple thus shows the momentum, not a net gain of area. In a trench that gain comes from the extra length of its walls, as equations (5) and (6) will show.

For a wavelength of 400 nm, $c=\sqrt{0.6}=0.775$ nm/s and the half period is $\pi/\omega=264$ s. The overshoot is then $e^{-0.005\times264/2}=0.517$ of the initial depth. The numerical solution of the full equations (2) and (3) gives 0.517 as well.

If $k>2cq$, both decay rates $r_\pm=k/2\pm\sqrt{k^2/4-c^2q^2}$ are real and positive, and

$$a=-a_0\,\frac{r_+e^{-r_-t}-r_-e^{-r_+t}}{r_+-r_-}.$$

The numerator is positive because $r_+>r_-$ and $e^{-r_-t}\ge e^{-r_+t}$. The valley then approaches level from below and forms no bump. For this ripple the threshold is $k=0.0243\ \mathrm{s^{-1}}$. At $k=0.05\ \mathrm{s^{-1}}$, after the same 264 s, 47% of the depression remains. For a ripple that starts with uniform coverage, memory by itself is therefore not sufficient for overshoot: exchange must also be slower than the threshold $k=2cq$.

## Contributions 3 and 4: dilution and exchange at the centre

In the model trench, the centre point stays at $x=0$ by symmetry, and $p=0$ there. Equation (1) can be evaluated directly from the computed curvature, speed and coverage. At level,

$$\kappa v\theta=-0.00932\times2.167\times0.0589=-1.19\times10^{-3}\ \mathrm{s^{-1}},$$

$$-k(\theta-\theta_0)=-0.005\times0.0389=-0.19\times10^{-3}\ \mathrm{s^{-1}} .$$

The first term is now a loss: the convex surface expands and dilutes its accelerator. It is about six times the exchange loss. The same arithmetic at later times gives the following table, with both losses in $10^{-5}\ \mathrm{s^{-1}}$.

| Time after level (s) | Height (nm) | Speed (nm/s) | Dilution | Exchange |
|---:|---:|---:|---:|---:|
| 0 | 0.1 | 2.17 | 119 | 19 |
| 10 | 10.0 | 1.85 | 68 | 14 |
| 20 | 17.4 | 1.64 | 44 | 11 |
| 40 | 27.7 | 1.41 | 22 | 7 |
| 80 | 38.7 | 1.18 | 9 | 3 |

As a consistency check, the two losses add to $1.38\times10^{-3}\ \mathrm{s^{-1}}$ at level and to $1.05\times10^{-3}\ \mathrm{s^{-1}}$ after 5 s. Their mean agrees with the computed fall of coverage, from 0.0589 to 0.0529 in 5 s, or $1.2\times10^{-3}\ \mathrm{s^{-1}}$.

High speed persists, then, but it is not constant. After 40 s the excess coverage has fallen from 0.0389 to 0.0135, about 35% of its value at level. Exchange alone would have left 82%.

The effect on height follows from (2) with $p=0$, which gives $\eta_t=v_1(\theta-\theta_0)$ at the centre. The initial excess speed is $30\times0.0389=1.17$ nm/s. If the top had stayed flat, exchange alone would have allowed a height after 150 s of

$$\frac{1.17}{0.005}\left(1-e^{-0.75}\right)\approx123\ \mathrm{nm}.$$

The computed height is 45 nm. Dilution thus costs the centre nearly two thirds of the height it could have gained.

## The whole bump: dilution spreads, exchange removes

The centre alone gives an incomplete account, because the excess that dilution takes from it passes to the neighbouring surface and is not lost. Define three integrals across the trench and its surroundings:

$$A=\int\eta\,dx,\qquad E=\int(g-\theta_0)\,dx,\qquad X=\int(S-1)\,dx .$$

These are the net area above field level, the excess accelerator and the excess arc length. Subtracting $v_F=v_0+v_1\theta_0$ from (2) and integrating gives

$$\frac{dA}{dt}=v_1E+v_0X. \tag{5}$$

In (3), the flux term integrates to zero because $p=0$ in the distant field. Writing $g-\theta_0S=(g-\theta_0)-\theta_0(S-1)$ then gives

$$\frac{dE}{dt}=-kE+k\theta_0X. \tag{6}$$

Dilution appears in neither equation. It lowers and widens the bump, but $E$ goes on producing area at the same rate wherever it sits. This relies on $v$ being linear in $\theta$. Exchange is what removes the excess, while $k\theta_0X$ describes new adsorption on the extra area of sloping surface.

Let $\tau$ be the time after level, and $E_L$ the excess at level. Solving (6) gives

$$E(\tau)=E_Le^{-k\tau}+k\theta_0\int_0^\tau e^{-k(\tau-s)}X(s)\,ds .$$

Insert this in (5), integrate to time $T$, and exchange the order of the double integral:

$$\Delta A=\frac{v_1E_L}{k}\left(1-e^{-kT}\right)+\int_0^TX(s)\left[v_0+v_1\theta_0\left(1-e^{-k(T-s)}\right)\right]ds. \tag{7}$$

The first term is due to accelerator already present at level. The second is due to slopes that exist afterwards.

At the start $E=\theta_0X_0=0.02\times296=5.92$ nm. At level it is 4.95 nm. Exchange over 76.7 s would reduce the initial amount to $5.92\,e^{-0.38}=4.0$ nm; by the solution of (6), the other 0.9 nm comes from adsorption on sloping surface during filling.

For $T=150$ s, the first term of (7) is

$$\frac{30\times4.95}{0.005}\left(1-e^{-0.75}\right)\approx15\,700\ \mathrm{nm^2},$$

and the second is about $1\,100\ \mathrm{nm^2}$. Accelerator present at level therefore accounts for some 94% of the predicted gain. Before rounding, the two terms are $15\,655$ and $1\,085\ \mathrm{nm^2}$. Their sum, $16\,740\ \mathrm{nm^2}$, agrees with the gain measured from the moving front, $16\,800\ \mathrm{nm^2}$, to better than 1%.

The net area at level is $-2\,000\ \mathrm{nm^2}$, because "level" refers to the centre. The surface is not flat then: it lies 12 nm below the field at $x=50$ nm and 16 nm below at 75 nm. Equation (1) predicts dilution at the convex trench shoulders, which is a plausible origin of these low flanks, though their depth has not been traced separately. By the end the surface at both places has risen above the field, and at $x=100$ nm it is 37 nm above. The bump is thus much broader than the trench, whose half-width is 50 nm. The excess spreads largely as a wave, similar to that in (4) although the disturbance is not small here, by compressing accelerator already present on the neighbouring field. Much of the accelerator on the outer bump was therefore never in the trench.

## Taking the memory away

Three altered calculations separate memory from geometry.

First, coverage is reset to $\theta_0$ over the whole surface at the level moment, with the shape left untouched. During the next 150 s the centre never rises above its starting height of 0.1 nm. With the same shape and retained coverage it rises to 45 nm.

Second, the speed is made constant, $v=v_F$. Third, it is made to respond instantly to curvature, $v=v_F+b\kappa$, with $b=50\ \mathrm{nm^2/s}$. Using $h_t=vS$ and $\kappa S=h_{xx}/S^2$, both cases obey

$$\eta_t=v_F(S-1)+\frac{b\,\eta_{xx}}{S^2},\qquad b\ge0 .$$

At the highest point of a smooth profile $S=1$ and $\eta_{xx}\le0$, so $\eta_t\le0$. A surface that starts nowhere above the field cannot rise above it. The computed surfaces obey this: after 227 s their centres are still roughly 20 nm and 30 nm below the field, respectively. At that time the curvature response leaves the deeper centre, although early on it fills faster: after 50 s its centre is about 84 nm below the field, against 146 nm at constant speed. It speeds up the valley, but at the convex shoulders it lowers the speed, at first to about $-1.4$ nm/s, so that they recede. This may explain the later difference; it was not examined separately.

An instant response to curvature thus raises the speed where the surface is concave, but it cannot lift the surface above the field. In the growth laws compared here, the overshoot comes from a quantity that survives the curvature that created it.

## When a bump must form, and when it need not

Equation (5) also gives a sufficient condition. The trench starts with $A=-wD$, where $w$ is its width at half depth and $D$ its depth. Here $wD=20\,000\ \mathrm{nm^2}$. Since $X\ge0$, dropping every later contribution from slopes leaves a lower bound:

$$A(t)\ge-wD+\frac{v_1\theta_0X_0}{k}\left(1-e^{-kt}\right).$$

The area must eventually become positive, and some part of the surface must lie above the field, if

$$k<\frac{v_1\theta_0X_0}{wD}=\frac{0.6\times296}{20\,000}\approx0.009\ \mathrm{s^{-1}} .$$

The example, with $k=0.005\ \mathrm{s^{-1}}$, satisfies this. For $k\to0$ the bound becomes $-wD+v_1\theta_0X_0t$, which is positive after $20\,000/177.6\approx113$ s at the latest. Over the full 227 s, the centre then reaches 70 nm. At $k=0.05\ \mathrm{s^{-1}}$ the condition fails, and the centre is still at least 12 nm below the field throughout the same period. Because the condition is sufficient and not necessary, it does not by itself forbid a bump in that case.

Width matters through the same balance. Doubling the width at equal depth doubles the area to be filled, while the excess arc length still comes from two walls of the same height. In the wide trench, whose walls are somewhat less steep, this excess is 274 nm instead of 296 nm. The wide trench becomes level after about 186 s (185 s on the 2 nm grid used, about 187 s at finer resolution). Its centre speed is then 1.35 nm/s, and its centre rises 22 nm in the following 150 s. The longer filling gives exchange more time, and the excess is spread over a wider opening.

The 45 nm of the narrow trench is the height at the end of the calculation, and the centre is then close to its maximum. With further plating it rises by less than 1 nm more, then sinks as the bump spreads. By the end of the calculation, the accelerator present at level has delivered $1-e^{-0.75}=53\%$ of the area it can produce. Once the excess is exhausted and the surface is nearly flat, (5) gives $dA/dt\approx0$. Further plating in this model then spreads the bump but does not remove its area.

The numbers belong to this growth law. Saturation of coverage, a nonlinear $v(\theta)$, surface diffusion, depletion of metal ions or an added leveller would change the balance. A process that removes accelerator near the level moment acts in the same direction as the reset calculation and lowers the bump; how far depends on how quickly it works. The remaining details are in the numerical output.

## Computed results

```
v0 = 0.4 nm/s, v1 = 30.0 nm/s, theta0 = 0.02, k = 0.005 1/s
trench depth 200 nm, width at half depth 100 nm
wall rounding length 15 nm, largest wall slope 6.66
field speed 1.000 nm/s, wave speed c 0.7746 nm/s
initial excess arc length X0 296.0 nm, excess accelerator theta0*X0 5.92 nm
ripple wavelength 400 nm, amplitude 0.05 nm, critical k 0.0243 1/s
ripple half period 263.8 s; overshoot/amplitude: solver 0.5170, formula 0.5171
ripple at k = 0.05 1/s, same time: solver -0.4657, formula -0.4658
time when centre is level 76.7 s
at level: centre theta 0.0589, speed 2.167 nm/s, ratio to field 2.17
largest theta anywhere, any time 0.242
after level: dt(s), height(nm), theta, speed(nm/s), curvature(1/nm), exchange-only theta
    0     0.10   0.0589    2.167   -0.00932   0.0589
    5     5.47   0.0529    1.986   -0.00842   0.0579
   10    10.03   0.0482    1.847   -0.00769   0.0570
   20    17.42   0.0415    1.644   -0.00649   0.0552
   40    27.66   0.0335    1.405   -0.00471   0.0518
   80    38.70   0.0260    1.179   -0.00304   0.0461
peak centre height 44.9 nm, reached 150.0 s after level
profile: x(nm), height at level(nm), height at end(nm)
    0     0.10    44.94
   25    -2.82    44.45
   50   -11.74    42.98
   75   -16.08    40.57
  100    -6.97    37.25
  150    -0.28    28.06
  200    -0.00    15.55
  300    -0.00    -0.00
end of run 226.7 s, that is 150 s after level
wide trench (200 nm): level at 185.4 s, centre speed 1.350 nm/s, peak 21.7 nm
peak centre height if coverage is reset at level 0.10 nm
no memory, constant speed: highest -0.0e+00 nm, final centre -19.2 nm
no memory, curvature gain 50 nm^2/s: highest -0.0e+00 nm, final centre -29.5 nm
highest centre in run: k=0 69.5 nm, k=0.05 1/s -12.6 nm
peak height on 2 nm grid 45.1 nm (main grid 1 nm)
excess accelerator at level E 4.95 nm, limit v1*E/k 29670 nm^2
area A at level -2042 nm^2, at end 14758 nm^2
area gain after level: front 16800 nm^2, balance 16740 nm^2
  from accelerator present at level 15655 nm^2, from later slopes 1085 nm^2
k=0 area gain after level: front 28629 nm^2, balance 28547 nm^2
```
